# Exciton-polaritons with spatial dispersion and Pekar reflectivity at normal incidence: a numerical check

```python
"""Exciton-polaritons with spatial dispersion and Pekar reflectivity.

Result under test, for normal incidence from vacuum on a half-space:
  (n^2 - eps_b)(n^2 - eta) = s       two transverse refractive indices n1, n2
  n_eff = (n1 n2 + eps_b)/(n1 + n2)  if the exciton polarization is 0 at z=0
  R = |(1 - n_eff)/(1 + n_eff)|^2
Symbols: w photon energy, w_t and w_l transverse and longitudinal exciton
energies, delta = w_l^2 - w_t^2, eps_b background constant, mass exciton mass
in electron masses, gamma damping, B = w_t w^2/(mass m_e c^2),
eta = (w^2 + i gamma w - w_t^2)/B, s = eps_b delta/B, q = hbar c k.
Energies are in eV; lengths in the half-space problem are in c/omega.
An additional boundary condition (a, b) means a p(0) + b p'(0) = 0,
where p = 4 pi times the exciton polarization.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

MEC2 = const.m_e * const.c**2 / const.e
HBARC = const.hbar * const.c / const.e * 1e9      # eV nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]

w_t, split, eps_b, mass, damping = 2.5, 0.002, 9.0, 1.0, 1e-4
w_l = w_t + split
delta = w_l**2 - w_t**2
dip = np.sqrt(eps_b * delta / (8 * np.pi * w_t))  # dipole amplitude, eV^(1/2)
PEKAR, FREE, MIXED = (1.0, 0.0), (0.0, 1.0), (-10.0, 1.0)


def parameters(w, gamma, m=mass):
    B = w_t * w**2 / (m * MEC2)
    return (w**2 - w_t**2 + 1j * gamma * w) / B, eps_b * delta / B


def indices(w, gamma, m=mass):
    eta, s = parameters(w, gamma, m)
    root = np.sqrt((eps_b - eta)**2 + 4 * s + 0j)
    n = np.sqrt(np.array([eps_b + eta + root, eps_b + eta - root]) / 2)
    return np.where(n.imag < 0, -n, n)


def n_pekar(w, gamma, m=mass):
    n1, n2 = indices(w, gamma, m)
    return (n1 * n2 + eps_b) / (n1 + n2)


def fresnel(n):
    return (1 - n) / (1 + n)


def n_local(w, gamma):
    eta, s = parameters(w, gamma)
    return np.sqrt(eps_b - s / eta + 0j)


def mode_matching(w, gamma, abc):
    """Solve for r, E1, E2 from two Maxwell conditions and one extra one."""
    n = indices(w, gamma)
    extra = (abc[0] + 1j * abc[1] * n) * (n**2 - eps_b)
    A = np.array([[-1, 1, 1], [1, n[0], n[1]], [0, extra[0], extra[1]]])
    return np.linalg.solve(A, np.array([1, 1, 0], complex))


def chebyshev(N):
    t = np.cos(np.pi * np.arange(N + 1) / N)
    c = np.ones(N + 1)
    c[0] = c[-1] = 2
    c *= (-1.0)**np.arange(N + 1)
    D = np.outer(c, 1 / c) / (t[:, None] - t[None, :] + np.eye(N + 1))
    return D - np.diag(D.sum(axis=1))


N, LENGTH = 240, 60.0
DZ = -2 / LENGTH * np.exp(-1j * np.pi / 4) * chebyshev(N)
DZ2 = DZ @ DZ


def r_from_field_equations(w, gamma, abc):
    """Half-space boundary-value problem on a ray z = x exp(i pi/4), where
    every outgoing or evanescent wave decays; no mode index is used."""
    eta, s = parameters(w, gamma)
    one = np.eye(N + 1)
    A = np.block([[DZ2 + eps_b * one, one], [s * one, DZ2 + eta * one]])
    rhs = np.zeros(2 * N + 2, complex)
    for row in (0, N, N + 1, 2 * N + 1):
        A[row] = 0
    A[0, :N + 1] = DZ[0]
    A[0, 0] += 1j
    rhs[0] = 2j
    A[N, N] = 1
    A[N + 1, N + 1:] = abc[1] * DZ[0]
    A[N + 1, N + 1] += abc[0]
    A[2 * N + 1, 2 * N + 1] = 1
    return np.linalg.solve(A, rhs)[0] - 1


def kinetic(q):
    return q**2 / (2 * mass * MEC2)


def simplification_bound(q):
    """Energy error from dropping kinetic^2, plus 1e-6 eV for the small
    change of oscillator strength with wave vector."""
    return kinetic(q)**2 / (2 * w_t) + 1e-6


def branches(q, omega2, strength):
    total = omega2 + strength + q**2 / eps_b
    prod = q**2 * omega2 / eps_b
    upper2 = (total + np.sqrt(total**2 - 4 * prod)) / 2
    return np.sqrt(prod / upper2), np.sqrt(upper2)


def model_branches(q):
    return branches(q, w_t**2 + 2 * w_t * kinetic(q), delta)


def coupled_eigenvalues(q):
    """Positive eigenfrequencies of D, B, b, b-dagger equations of motion."""
    om = w_t + kinetic(q)
    field = np.array([1, 0, -4 * np.pi * dip, -4 * np.pi * dip]) / eps_b
    M = np.array([[0, q, 0, 0], q * field,
                  np.array([0, 0, om, 0]) - dip * field,
                  np.array([0, 0, 0, -om]) + dip * field])
    ev = np.linalg.eigvals(M)
    assert np.max(np.abs(ev.imag)) < 1e-9
    return np.sort(ev.real)[2:]


# Static polarization of a boson mode from its diagonalized Hamiltonian.
low = np.diag(np.sqrt(np.arange(1, 40)), 1)
om0, d0, f0 = 1.0, 0.3, 0.5
vec = np.linalg.eigh(om0 * low.T @ low - d0 * f0 * (low + low.T))[1][:, 0]
assert abs(d0 * vec @ (low + low.T) @ vec - 2 * d0**2 * f0 / om0) < 1e-10

# Longitudinal eigenmode, D = 0, at zero and at finite wave vector.
for q in (0.0, 40.0):
    om = w_t + kinetic(q)
    g = 4 * np.pi * dip**2 / eps_b
    ev = np.linalg.eigvals(np.array([[om + g, g], [-g, -om - g]]))
    wanted = w_l if q == 0 else np.sqrt(om**2 + delta * om / w_t)
    assert abs(max(ev.real) - wanted) < 1e-10

# Transverse branches against the eigenvalues, before and after simplification.
# The largest q exceeds every wave vector met within 10 meV of resonance.
shift, q_max = 0.0, 102.0
for q in (1.0, 6.0, 7.5, 8.0, 20.0, 45.0, 55.0, q_max):
    ev = coupled_eigenvalues(q)
    om = w_t + kinetic(q)
    full = branches(q, om**2, delta * om / w_t)
    assert np.allclose(ev, full, rtol=0, atol=1e-9)
    change = np.max(np.abs(ev - model_branches(q)))
    assert change < simplification_bound(q)
    shift = max(shift, change)
q_grid = np.linspace(0.01, 60, 6000)
lower, upper = model_branches(q_grid)
assert np.all(np.diff(lower) > 0) and np.all(np.diff(upper) > 0)
assert lower[-1] > w_l and abs(upper[0] - w_l) < 1e-5
assert indices(w_t + 0.010, 0.0)[0].real * (w_t + 0.010) < q_max

# Number of propagating waves, and their assignment to the two branches.
for det in np.arange(-9.5, 10, 1.0) * 1e-3:
    w = w_t + det
    n = indices(w, 0.0)
    real_modes = (n**2).real > 0
    assert real_modes.sum() == (2 if w > w_l else 1)
    for j in np.flatnonzero(real_modes):
        q = n[j].real * w
        assert abs(model_branches(q)[j] - w) < 1e-9
        assert abs(coupled_eigenvalues(q)[j] - w) < simplification_bound(q)
    nd = indices(w, damping)
    assert np.all(nd.real > 0) and np.all(nd.imag > 0)

# Reflection amplitudes against the direct solution of the field equations.
worst = 0.0
for det in (-0.002, 0.001, 0.003, 0.005):
    for gamma in (0.0, damping):
        w = w_t + det
        direct = r_from_field_equations(w, gamma, PEKAR)
        worst = max(worst, abs(direct - fresnel(n_pekar(w, gamma))))
for abc in (FREE, MIXED):
    for det in (0.001, 0.003):
        direct = r_from_field_equations(w_t + det, 0.0, abc)
        matched = mode_matching(w_t + det, 0.0, abc)[0]
        worst = max(worst, abs(direct - matched))
assert worst < 1e-5

# Energy balance in the lossless crystal for three boundary conditions.
for det in (0.001, 0.003):
    w = w_t + det
    n, s = indices(w, 0.0), parameters(w, 0.0)[1]
    seen = []
    for abc in (PEKAR, FREE, MIXED):
        sol = mode_matching(w, 0.0, abc)
        flux = n.real * (1 + np.abs(n**2 - eps_b)**2 / s) * np.abs(sol[1:])**2
        flux = np.where((n**2).real > 0, flux, 0)
        assert abs(flux.sum() + abs(sol[0])**2 - 1) < 1e-9
        seen.append(abs(sol[0])**2)
    assert min(abs(seen[0] - seen[1]), abs(seen[0] - seen[2])) > 1e-3

# Heavy excitons recover local optics, with an error falling as mass^(-1/2).
w_mid = w_t + split / 2
R_loc = abs(fresnel(n_local(w_mid, 0.0)))**2
assert abs(R_loc - 1) < 1e-12
err = [abs(abs(fresnel(n_pekar(w_mid, 0.0, m)))**2 - R_loc)
       for m in (1e4, 1e6)]
assert 9 < err[0] / err[1] < 11 and err[1] < 0.01

# Lossless reflection zero just above the longitudinal energy.
w_zero = brentq(lambda w: n_pekar(w, 0.0).real - 1,
                w_l + 1e-7, w_l + 5e-4, xtol=1e-14)
assert abs(r_from_field_equations(w_zero, 0.0, PEKAR)) < 1e-5
n_at_l = np.sqrt(eps_b + delta * mass * MEC2 / (w_t * w_l**2))
assert abs(indices(w_l, 0.0)[0] - n_at_l) < 1e-8

print(f"transverse energy {w_t:.4f} eV, longitudinal {w_l:.4f} eV")
print(f"LT splitting {split*1e3:.3f} meV = {split/HARTREE:.4e} hartree")
print(f"eps_b {eps_b:.1f}, mass {mass:.1f} m_e, damping {damping*1e3:.2f} meV")
print(f"delta {delta:.6f} eV^2, dipole strength d^2 {dip**2*1e3:.4f} meV")
q0 = np.sqrt(eps_b) * w_t
lo, up = model_branches(q0)
print(f"crossing wave vector {q0/HBARC:.5f} nm^-1")
print(f"branches there {lo:.5f} and {up:.5f} eV")
print(f"branch separation there {(up-lo)*1e3:.3f} meV")
print(f"largest simplification shift {shift*1e6:.3f} micro-eV "
      f"for k up to {q_max/HBARC:.4f} nm^-1")
print(f"kinetic energy at that k {kinetic(q_max)*1e3:.3f} meV")
print(f"largest |r| difference, formula vs field equations {worst:.1e}")

w = w_t + 0.003
eta, s = parameters(w, 0.0)
n = indices(w, 0.0)
sol = mode_matching(w, 0.0, PEKAR)
flux = n.real * (1 + np.abs(n**2 - eps_b)**2 / s) * np.abs(sol[1:])**2
print(f"LOSSLESS EXAMPLE at {w:.4f} eV")
print(f"B {w_t*w**2/(mass*MEC2):.5e} eV^2")
print(f"eta {eta.real:.3f}, s {s:.2f} (dimensionless)")
print(f"n1^2 {(n[0]**2).real:.4f}, n2^2 {(n[1]**2).real:.4f}")
print(f"n1 {n[0].real:.4f}, n2 {n[1].real:.4f}")
lam = 2 * np.pi * HBARC / (n.real * w)
print(f"wavelengths in crystal {lam[0]:.2f} and {lam[1]:.2f} nm")
print(f"E1 {sol[1].real:.5f}, E2 {sol[2].real:.5f} (incident = 1)")
print(f"n_eff {n_pekar(w,0.0).real:.5f}, r {sol[0].real:.5f}")
print(f"energy shares: wave 1 {flux[0]:.5f}, wave 2 {flux[1]:.5f}")
for label, abc in (("p=0", PEKAR), ("p'=0", FREE), ("p'=10p", MIXED)):
    Rs = [abs(mode_matching(w_t + x, 0.0, abc)[0])**2 for x in (0.001, 0.003)]
    print(f"R with {label}: {Rs[0]:.5f} at +1 meV, {Rs[1]:.5f} at +3 meV")
print(f"lossless local R at +1 meV {R_loc:.5f}")
print(f"at w_l: n1 {n_at_l:.4f}, n_eff {eps_b/n_at_l:.5f}, "
      f"R {fresnel(eps_b/n_at_l)**2:.5f}")
print(f"lossless R=0 at w_t + {(w_zero-w_t)*1e3:.4f} meV")
print(f"n1, n2 at R=0: {indices(w_zero,0.0)[0].real:.4f}, "
      f"{indices(w_zero,0.0)[1].real:.4f}")
print("heavy-mass R errors (1e4, 1e6 m_e): "
      f"{err[0]:.3e}, {err[1]:.3e}")

print("DAMPED: w-w_t (meV), n1, n2, R Pekar, R local")
for det in (-5, -2, -1, 0, 1, 2, 3, 5, 10):
    w = w_t + det * 1e-3
    a, b = indices(w, damping)
    print(f"{det:3d}  {a:.3f}  {b:.3f}  "
          f"{abs(fresnel(n_pekar(w,damping)))**2:.4f}  "
          f"{abs(fresnel(n_local(w,damping)))**2:.4f}")
scan = np.linspace(-10, 10, 2001)
for label, fun in (("Pekar", n_pekar), ("local", n_local)):
    R = np.array([abs(fresnel(fun(w_t + x * 1e-3, damping)))**2 for x in scan])
    i, j = np.argmax(R), np.argmin(R)
    print(f"{label}: max R {R[i]:.4f} at {scan[i]:.2f} meV, "
          f"min {R[j]:.5f} at {scan[j]:.2f} meV")
print(f"background R {fresnel(np.sqrt(eps_b))**2:.4f}")
print("all good")
```

Printed output:

```
transverse energy 2.5000 eV, longitudinal 2.5020 eV
LT splitting 2.000 meV = 7.3499e-05 hartree
eps_b 9.0, mass 1.0 m_e, damping 0.10 meV
delta 0.010004 eV^2, dipole strength d^2 1.4330 meV
crossing wave vector 0.03801 nm^-1
branches there 2.45052 and 2.55054 eV
branch separation there 100.020 meV
largest simplification shift 20.598 micro-eV for k up to 0.5169 nm^-1
kinetic energy at that k 10.180 meV
largest |r| difference, formula vs field equations 4.1e-12
LOSSLESS EXAMPLE at 2.5030 eV
B 3.06508e-05 eV^2
eta 489.677, s 2937.48 (dimensionless)
n1^2 495.7127, n2^2 2.9647
n1 22.2646, n2 1.7218
wavelengths in crystal 22.25 and 287.69 nm
E1 0.00824, E2 0.66438 (incident = 1)
n_eff 1.97343, r -0.32738
energy shares: wave 1 0.12338, wave 2 0.76945
R with p=0: 0.58140 at +1 meV, 0.10718 at +3 meV
R with p'=0: 0.97574 at +1 meV, 0.07316 at +3 meV
R with p'=10p: 0.79246 at +1 meV, 0.07980 at +3 meV
lossless local R at +1 meV 1.00000
at w_l: n1 18.3207, n_eff 0.49125, R 0.11639
lossless R=0 at w_t + 2.0703 meV
n1, n2 at R=0: 18.6231, 0.5461
heavy-mass R errors (1e4, 1e6 m_e): 5.615e-03, 5.630e-04
DAMPED: w-w_t (meV), n1, n2, R Pekar, R local
 -5  3.543+0.005j  0.142+28.699j  0.3120  0.3141
 -2  4.189+0.024j  0.218+18.331j  0.3721  0.3826
 -1  4.963+0.063j  0.282+13.391j  0.4283  0.4586
  0  7.672+0.244j  0.313+7.064j  0.5381  0.8601
  1  13.439+0.276j  0.130+2.852j  0.5515  0.9418
  2  18.322+0.217j  0.335+0.327j  0.0367  0.2866
  3  22.265+0.181j  1.723+0.029j  0.1073  0.0721
  5  28.615+0.142j  2.319+0.008j  0.1747  0.1587
 10  40.339+0.101j  2.682+0.002j  0.2144  0.2089
Pekar: max R 0.5765 at 0.58 meV, min 0.00589 at 2.08 meV
local: max R 0.9519 at 0.54 meV, min 0.00194 at 2.26 meV
background R 0.2500
all good
```
